# The Stoner criterion from the spin dielectric operator, at zero and finite wavevector: a program that tests the result

```python
# Result under test: the spin dielectric operator eps_s = 1 - chi0 K of the SCF map
# has the eigenvalue 1 - I*Pi(q), with Pi(q) = -chi0(q)/2 and I = -2K.
# Pi(0) = N(E_F) is the density of states per spin (averaged with -f' at temperature T).
# m = n_up - n_dn; chi0 = response of m to b in v_up = v + b, v_dn = v - b;
# K = second derivative of the exchange-correlation energy with respect to m.
# Lattice energies are in units of the hopping t; electron gas in Hartree atomic units.
import numpy as np
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import expit
from pyscf.dft import libxc


def chemical_potential(levels, electrons, T):
    def excess(mu):
        return expit((mu - levels) / T).sum() - electrons
    return brentq(excess, levels.min() - 30 * T, levels.max() + 30 * T, xtol=1e-13)


def occupy(H, v_up, v_dn, T, electrons):
    """Spin densities and free energy of independent electrons, common Fermi level."""
    e_up, c_up = np.linalg.eigh(H + np.diag(v_up))
    e_dn, c_dn = np.linalg.eigh(H + np.diag(v_dn))
    levels = np.concatenate([e_up, e_dn])
    mu = chemical_potential(levels, electrons, T)
    n_up = c_up**2 @ expit((mu - e_up) / T)
    n_dn = c_dn**2 @ expit((mu - e_dn) / T)
    free = mu * electrons - T * np.logaddexp(0, (mu - levels) / T).sum()
    return n_up, n_dn, free


def pair_weight(ea, eb, mu, T):
    """-(f_a - f_b)/(e_a - e_b), with its limit -f' for equal energies."""
    d = ea - eb
    near = np.abs(d) < 1e-5
    f_mid = expit((mu - (ea + eb) / 2) / T)
    diff = expit((mu - ea) / T) - expit((mu - eb) / T)
    return np.where(near, f_mid * (1 - f_mid) / T, -diff / np.where(near, 1.0, d))


def square_hamiltonian(L, t2):
    H = np.zeros((L * L, L * L))
    for x in range(L):
        for y in range(L):
            for dx, dy, h in ((1, 0, -1.0), (0, 1, -1.0), (1, 1, t2), (1, -1, t2)):
                i, j = x * L + y, ((x + dx) % L) * L + (y + dy) % L
                H[i, j] += h
                H[j, i] += h
    return H


def square_band(L, t2):
    c = np.cos(2 * np.pi * np.arange(L) / L)
    return -2 * (c[:, None] + c[None, :]) + 4 * t2 * c[:, None] * c[None, :]


def bubble(band, shift, mu, T):
    return pair_weight(band, np.roll(band, shift, (0, 1)), mu, T).mean()


# ---- Full two-spin Jacobian of the SCF map on a doped lattice, by differences
T, U = 0.3, 3.0
L8, t2, filling = 8, 0.3, 0.7
sites = L8 * L8
H8, band8 = square_hamiltonian(L8, t2), square_band(L8, t2)
electrons8 = filling * sites
mu8 = chemical_potential(np.tile(band8.ravel(), 2), electrons8, T)
J = np.zeros((2, sites, 2, sites))
h = 2e-4
for s in range(2):
    for i in range(sites):
        out = []
        for sign in (1, -1):
            n_in = np.full((2, sites), filling / 2)
            n_in[s, i] += sign * h
            out.append(np.array(occupy(H8, U * n_in[1], U * n_in[0], T, electrons8)[:2]))
        J[:, :, s, i] = (out[0] - out[1]) / (2 * h)
uu, ud, du, dd = J[0, :, 0], J[0, :, 1], J[1, :, 0], J[1, :, 1]
J_spin, J_charge = (uu - ud - du + dd) / 2, (uu + ud + du + dd) / 2
J_cross = (uu - ud + du - dd) / 2
Pi8 = np.array([[bubble(band8, (a, b), mu8, T) for b in range(L8)] for a in range(L8)])
spin_numeric = np.linalg.eigvalsh(np.eye(sites) - (J_spin + J_spin.T) / 2)
spin_error = np.abs(spin_numeric - np.sort((1 - U * Pi8).ravel())).max()
charge_expected = 1 + U * Pi8
charge_expected[0, 0] = 1.0  # fixed electron number: no uniform charge response
charge_numeric = np.linalg.eigvalsh(np.eye(sites) - (J_charge + J_charge.T) / 2)
charge_error = np.abs(charge_numeric - np.sort(charge_expected.ravel())).max()
assert np.abs(J_cross).max() < 1e-5
assert spin_error < 1e-5 and charge_error < 1e-5
print(f"Doped 8x8 lattice: t2 = {t2} t, {filling} electrons/site, T = {T} t, U = {U} t")
print(f"  lowest, highest spin eigenvalue: {spin_numeric[0]:.5f}, {spin_numeric[-1]:.5f}")
print(f"  lowest, highest charge eigenvalue: {charge_numeric[0]:.5f}, {charge_numeric[-1]:.5f}")
print(f"  largest spin-eigenvalue deviation from formula: {spin_error:.1e}")

# ---- Half-filled nearest-neighbour lattice: uniform and staggered modes
L = 12
H, band = square_hamiltonian(L, 0.0), square_band(L, 0.0)
ns = L * L
Pi = np.array([[bubble(band, (a, b), 0.0, T) for b in range(L)] for a in range(L)])
assert Pi[L // 2, L // 2] >= Pi.max() - 1e-12
fine = 400
band_fine = square_band(fine, 0.0)
print(f"Half-filled {L}x{L} lattice, T = {T} t, U = {U} t; Pi in 1/t per site")
for name, a, b in (("(0,0)", 0, 0), ("(pi/2,pi/2)", 1, 1), ("(pi,0)", 2, 0), ("(pi,pi)", 2, 2)):
    p = Pi[a * L // 4, b * L // 4]
    p_fine = bubble(band_fine, (a * fine // 4, b * fine // 4), 0.0, T)
    print(f"  q={name}: Pi={p:.4f}, eps_s={1 - U * p:.4f}, critical U={1 / p:.3f} t, "
          f"Pi({fine}x{fine} mesh)={p_fine:.4f}")
N_F, Pi_Q = Pi[0, 0], Pi[L // 2, L // 2]
assert U * N_F < 1 < U * Pi_Q

x, y = np.divmod(np.arange(ns), L)
staggered = (-1.0) ** (x + y)
alpha = 0.5


def hubbard_step(m):
    n_up, n_dn, free = occupy(H, U * (1 - m) / 2, U * (1 + m) / 2, T, ns)
    return n_up - n_dn, free


free_zero = occupy(H, np.zeros(ns), np.zeros(ns), T, ns)[2]
print(f"Linear mixing with alpha = {alpha}, and free-energy curvature (t per site)")
for name, pattern, p in (("uniform", np.ones(ns), N_F), ("staggered", staggered, Pi_Q)):
    m = 1e-5 * pattern
    steps = 6
    for _ in range(steps):
        m = m + alpha * (hubbard_step(m)[0] - m)
    factor = ((m @ pattern / ns) / 1e-5) ** (1 / steps)
    predicted = 1 - alpha * (1 - U * p)
    assert abs(factor - predicted) < 1e-5
    b = 5e-3
    n_up, n_dn, free = occupy(H, b * pattern, -b * pattern, T, ns)
    m_b = n_up - n_dn
    rise = free - b * (pattern @ m_b) - U * (m_b @ m_b) / 4 - free_zero
    curvature = 2 * rise / (m_b @ m_b)
    assert abs(curvature - (1 - U * p) / (2 * p)) < 1e-3
    print(f"  {name}: factor measured {factor:.5f}, predicted {predicted:.5f}; "
          f"curvature {curvature:.4f}")

# Follow the unstable staggered mode to its converged solution
m = 0.01 * staggered
for iteration in range(1, 601):
    m_out, free = hubbard_step(m)
    residual = np.abs(m_out - m).max()
    if residual < 1e-8:
        break
    m = m + alpha * (m_out - m)
assert residual < 1e-8


def total_free_energy(m_in):
    n_up, n_dn, free = occupy(H, U * (1 - m_in) / 2, U * (1 + m_in) / 2, T, ns)
    potential = U * ((1 - m_in) @ n_up + (1 + m_in) @ n_dn) / 2
    return (free - potential + U * (n_up @ n_dn)) / ns


gain = total_free_energy(m) - total_free_energy(np.zeros(ns))
m_staggered = abs(m @ staggered) / ns
assert m_staggered > 0.01 and gain < 0
print(f"  converged staggered moment {m_staggered:.4f} per site after {iteration} iterations")
print(f"  free energy relative to nonmagnetic state: {gain:.5f} t per site")

# One-site cell: only the uniform mode is allowed, so the threshold is I N = 1
print("One-site cell, uniform magnetization only (same k points)")
for product in (0.98, 1.02):
    U_cell, m_cell = product / N_F, 0.1
    for _ in range(4000):
        shift = U_cell * m_cell / 2
        m_cell = (expit((shift - band) / T) - expit((-shift - band) / T)).mean()
    assert (m_cell < 1e-6) if product < 1 else (m_cell > 1e-2)
    print(f"  I N = {product}: U = {U_cell:.4f} t, converged moment = {abs(m_cell):.4f}")

# ---- Two-site cells: the uniform-field estimate is a lower bound
cells, T_chain = 40, 0.1
Hc = np.diag(np.tile([-1.0, 1.0], cells))
for i in range(2 * cells):
    j = (i + 1) % (2 * cells)
    Hc[i, j] = Hc[j, i] = -1.0
e, c = np.linalg.eigh(Hc)
mu_c = chemical_potential(np.tile(e, 2), cells, T_chain)
W = pair_weight(e[:, None], e[None, :], mu_c, T_chain)
X = (c[:, None, :] * c[None, :, :]).reshape(-1, 2 * cells)
Pi_sites = ((X @ W) * X).sum(1).reshape(2 * cells, 2 * cells)
block = Pi_sites.reshape(cells, 2, cells, 2).sum((0, 2)) / cells
f = expit((mu_c - e) / T_chain)
ldos = (c**2 @ (f * (1 - f) / T_chain)).reshape(cells, 2).mean(0)
assert np.allclose(block.sum(1), ldos, atol=1e-9)


def chain_response(field):
    v = np.tile(field, cells)
    n_up, n_dn, _ = occupy(Hc, v, -v, T_chain, cells)
    return (n_up - n_dn).reshape(cells, 2).mean(0)


b = 1e-4
uniform_response = (chain_response(np.full(2, b)) - chain_response(np.full(2, -b))) / (2 * b)
assert np.allclose(uniform_response, -2 * ldos, atol=1e-5)
ratio = np.array([1.0, 0.5])
lam_unit = np.linalg.eigvals(block * ratio).real.max()
stoner_unit = (ratio * ldos**2).sum() / ldos.sum()
U_sites = ratio / np.sqrt(lam_unit * stoner_unit)
J_cell = np.zeros((2, 2))
for s in range(2):
    dm = np.zeros(2)
    dm[s] = 1e-4
    J_cell[:, s] = (chain_response(-U_sites * dm / 2) - chain_response(U_sites * dm / 2)) / 2e-4
values, vectors = np.linalg.eig(J_cell)
top = np.argmax(values.real)
lam = values[top].real
mode = vectors[:, top].real
mode = mode / mode[np.argmax(np.abs(mode))]
I_N = (U_sites * ldos**2).sum() / ldos.sum()
assert abs(lam - np.linalg.eigvals(block * U_sites).real.max()) < 1e-5
assert I_N < 1 < lam
print(f"Chain: site energies -1, +1 t; {cells} cells; 1 electron/cell; T = {T_chain} t")
print(f"  U_A, U_B = {U_sites[0]:.4f}, {U_sites[1]:.4f} t")
print(f"  local DOS per spin A, B = {ldos[0]:.4f}, {ldos[1]:.4f} 1/t")
print(f"  N = {ldos.sum():.4f} 1/t per cell, I = {I_N / ldos.sum():.4f} t")
print(f"  I N = {I_N:.4f}, true largest eigenvalue of chi0 K = {lam:.4f}")
print(f"  lowest eps_s in q=0 block = {1 - lam:.4f}")
print(f"  unstable magnetization A, B (largest set to 1) = {mode[0]:.4f}, {mode[1]:.4f}")


# ---- Electron gas with local spin-density exchange
def gas(rs):
    return 3 / (4 * np.pi * rs**3), (9 * np.pi / 4) ** (1 / 3) / rs


def xc_curvature(code, rs, zeta=5e-3):
    n, _ = gas(rs)
    energy = []
    for z in (zeta, 0.0):
        rho = (np.array([n * (1 + z) / 2]), np.array([n * (1 - z) / 2]))
        energy.append(n * np.ravel(libxc.eval_xc(code, rho, spin=1, deriv=1)[0])[0])
    return 2 * (energy[0] - energy[1]) / (n * zeta) ** 2


def stoner_product(code, rs):
    return -xc_curvature(code, rs) * gas(rs)[1] / np.pi**2


def lindhard(u):
    return 0.5 + (1 - u * u) / (4 * u) * np.log(abs((1 + u) / (1 - u)))


X_ONLY, PW92 = "LDA_X,", "LDA_X,LDA_C_PW"
print("Electron gas (Hartree atomic units)")
for rs in (2.0, 5.0, 8.0):
    n, kF = gas(rs)
    z = 5e-3
    kinetic = n * 0.3 * kF**2 * (((1 + z) ** (5 / 3) + (1 - z) ** (5 / 3)) / 2 - 1)
    kinetic_curvature = 2 * kinetic / (n * z) ** 2
    total = (kinetic_curvature + xc_curvature(X_ONLY, rs)) * kF / np.pi**2
    product = stoner_product(X_ONLY, rs)
    assert abs(product - 1 / (np.pi * kF)) < 2e-5
    assert abs(total - (1 - 1 / (np.pi * kF))) < 2e-5
    print(f"  r_s={rs:.0f} bohr: k_F={kF:.4f} 1/bohr, N={kF / (2 * np.pi**2):.5f} "
          f"1/(hartree bohr^3), I={-2 * xc_curvature(X_ONLY, rs):.3f} hartree bohr^3")
    print(f"    I N exchange only={product:.4f}, with PW92 correlation="
          f"{stoner_product(PW92, rs):.4f}")
rs_critical = brentq(lambda r: stoner_product(X_ONLY, r) - 1, 3, 12)
assert abs(rs_critical - np.pi * (9 * np.pi / 4) ** (1 / 3)) < 1e-3
assert stoner_product(PW92, rs_critical) < 1
print(f"  exchange-only critical r_s = {rs_critical:.3f} bohr")
print(f"  I N there with PW92 correlation = {stoner_product(PW92, rs_critical):.4f}")

# Lindhard function from the defining integral over the Fermi sphere
kF = gas(8.0)[1]
for u in (0.3, 0.8, 1.5):
    q = 2 * kF * u
    if u < 1:
        integral = quad(lambda k: kF**2 - k**2, -kF, kF, weight="cauchy", wvar=-q / 2)[0]
    else:
        integral = quad(lambda k: (kF**2 - k**2) / (k + q / 2), -kF, kF)[0]
    chi0 = -4 * np.pi * integral / ((2 * np.pi) ** 3 * q)
    assert abs(-chi0 * np.pi**2 / kF - lindhard(u)) < 1e-7
    print(f"  q/(2 k_F)={u}: chi0(q)/chi0(0)={-chi0 * np.pi**2 / kF:.5f}")
u_grid = np.linspace(0.01, 2.995, 400)
assert np.all(np.diff(lindhard(u_grid)) < 0)
product = stoner_product(X_ONLY, 8.0)
u_edge = brentq(lambda u: product * lindhard(u) - 1, 1e-3, 0.999)
print(f"  r_s=8, exchange only: eps_s(0)={1 - product:.4f}, eps_s(2k_F)={1 - product / 2:.4f}")
print(f"  unstable for q below {u_edge:.4f} x 2k_F = {2 * kF * u_edge:.4f} 1/bohr")
print("PASS")
```

Output:

```
Doped 8x8 lattice: t2 = 0.3 t, 0.7 electrons/site, T = 0.3 t, U = 3.0 t
  lowest, highest spin eigenvalue: 0.15098, 0.29772
  lowest, highest charge eigenvalue: 1.00000, 1.84902
  largest spin-eigenvalue deviation from formula: 4.0e-08
Half-filled 12x12 lattice, T = 0.3 t, U = 3.0 t; Pi in 1/t per site
  q=(0,0): Pi=0.2129, eps_s=0.3612, critical U=4.696 t, Pi(400x400 mesh)=0.2083
  q=(pi/2,pi/2): Pi=0.2466, eps_s=0.2602, critical U=4.055 t, Pi(400x400 mesh)=0.2456
  q=(pi,0): Pi=0.1888, eps_s=0.4337, critical U=5.298 t, Pi(400x400 mesh)=0.1869
  q=(pi,pi): Pi=0.4184, eps_s=-0.2553, critical U=2.390 t, Pi(400x400 mesh)=0.4177
Linear mixing with alpha = 0.5, and free-energy curvature (t per site)
  uniform: factor measured 0.81940, predicted 0.81940; curvature 0.8482
  staggered: factor measured 1.12767, predicted 1.12767; curvature -0.3051
  converged staggered moment 0.4941 per site after 117 iterations
  free energy relative to nonmagnetic state: -0.02040 t per site
One-site cell, uniform magnetization only (same k points)
  I N = 0.98: U = 4.6024 t, converged moment = 0.0000
  I N = 1.02: U = 4.7902 t, converged moment = 0.1023
Chain: site energies -1, +1 t; 40 cells; 1 electron/cell; T = 0.1 t
  U_A, U_B = 2.5298, 1.2649 t
  local DOS per spin A, B = 0.4608, 0.1221 1/t
  N = 0.5829 1/t per cell, I = 1.6364 t
  I N = 0.9539, true largest eigenvalue of chi0 K = 1.0483
  lowest eps_s in q=0 block = -0.0483
  unstable magnetization A, B (largest set to 1) = 1.0000, 0.1314
Electron gas (Hartree atomic units)
  r_s=2 bohr: k_F=0.9596 1/bohr, N=0.04861 1/(hartree bohr^3), I=6.824 hartree bohr^3
    I N exchange only=0.3317, with PW92 correlation=0.2305
  r_s=5 bohr: k_F=0.3838 1/bohr, N=0.01945 1/(hartree bohr^3), I=42.648 hartree bohr^3
    I N exchange only=0.8293, with PW92 correlation=0.4198
  r_s=8 bohr: k_F=0.2399 1/bohr, N=0.01215 1/(hartree bohr^3), I=109.179 hartree bohr^3
    I N exchange only=1.3269, with PW92 correlation=0.5336
  exchange-only critical r_s = 6.029 bohr
  I N there with PW92 correlation = 0.4645
  q/(2 k_F)=0.3: chi0(q)/chi0(0)=0.96944
  q/(2 k_F)=0.8: chi0(q)/chi0(0)=0.74719
  q/(2 k_F)=1.5: chi0(q)/chi0(0)=0.16470
  r_s=8, exchange only: eps_s(0)=-0.3269, eps_s(2k_F)=0.3366
  unstable for q below 0.7916 x 2k_F = 0.3798 1/bohr
PASS
```
